Width and energy of a domain wall from exchange and anisotropy

**Question**

I am working on a problem about racetrack memory, where bits are magnetic domains in a strip and the domain walls between them are moved along it. The material has exchange stiffness A = 15 pJ/m and uniaxial anisotropy K = 0.60 MJ/m³. I have to find the wall width parameter and the wall energy per area, working in eV and Å.

Dimensional analysis tells me that a length must come from √(A/K) and an energy per area from √(AK), but it does not give the prefactors. So I assumed that the magnetization turns at a constant rate through 180° over a length L and minimised the energy with respect to L. That gave L ≈ 222 Å and an energy of about 8.32 × 10⁻⁴ eV/Å².

Is that the answer? I had no reason for the constant rate except that it made the integral easy. I also don't see whether my L is the "width parameter" or something else.

**Answer**

Your calculation is a correct minimisation within a restricted family of walls. Its energy is therefore an upper estimate, and your L is not the width parameter. To get the prefactors, the shape of the wall has to come out of the minimisation too.

**The energy to be minimised**

Let x be the coordinate along the wall normal and z the easy axis. The unit vector m(x) gives the direction of the magnetization, with m = +z far to the left and m = −z far to the right. I assume a flat wall at rest in an infinite medium, so that m depends on x alone. The energy per wall area is

σ = ∫ [ A |dm/dx|² + K (1 − m_z²) ] dx.

This fixes the convention for A. If your course writes the exchange term as (A′/2)|dm/dx|², then A = A′/2 in everything below.

K stands for the whole effective uniaxial anisotropy. In a film magnetised normal to its plane and thin compared with the wall width, the demagnetising energy acts nearly like a reduction of the crystalline anisotropy, and K is what remains. I assume such a thin film and take the given 0.60 MJ/m³ to be that remainder. In a thicker film, a single reduced K does not describe the wall well. Any further magnetostatic energy of the wall is left out, as are applied fields, chiral exchange, defects and thermal motion.

The algebra is in atomic units, where A is in hartree/bohr and K in hartree/bohr³. No constant of nature appears in σ, so the final formulas hold in any consistent units, including eV and Å.

Write m with a polar angle θ measured from +z and an azimuth φ:

m = (sin θ cos φ, sin θ sin φ, cos θ).

A change of θ moves the tip of m along a meridian at the rate θ′, and a change of φ moves it along a circle of latitude at the rate sin θ φ′. These directions are perpendicular, so the squares add:

|dm/dx|² = θ′² + sin²θ φ′².

Since 1 − m_z² = sin²θ,

σ = ∫ [ A θ′² + A sin²θ φ′² + K sin²θ ] dx.

The middle term is never negative, and it vanishes if φ is constant. For any given θ(x), a twist of the azimuth can therefore not lower the energy. What remains is

σ = ∫ [ A θ′² + K sin²θ ] dx, with θ(−∞) = 0 and θ(+∞) = π.

**The lowest energy, without guessing a shape**

Both terms are squares, which suggests looking at the square of their difference:

(√A θ′ − √K sin θ)² = A θ′² + K sin²θ − 2√(AK) sin θ θ′.

Move the last term to the other side:

A θ′² + K sin²θ = (√A θ′ − √K sin θ)² + 2√(AK) sin θ θ′.

The second term on the right can be integrated for any profile, because sin θ θ′ is the derivative of −cos θ:

∫ sin θ θ′ dx = −cos π + cos 0 = 1 + 1 = 2.

Therefore

σ = 4√(AK) + ∫ (√A θ′ − √K sin θ)² dx.

The remaining integral is zero or positive. Every wall joining these two domains thus costs at least 4√(AK), and that value is reached if the bracket vanishes at every x:

θ′ = √(K/A) sin θ = sin θ/Δ, with Δ = √(A/K).

This Δ is the wall width parameter. It remains to show that the equation has a solution with the right end values; otherwise 4√(AK) would be a bound and not the wall energy.

**The shape of the wall**

Separate the variables:

dθ/sin θ = dx/Δ.

The left side is the differential of ln tan(θ/2). To check this, differentiate:

d/dθ ln tan(θ/2) = 1/[2 sin(θ/2) cos(θ/2)] = 1/sin θ.

Integration gives, with a constant X,

ln tan(θ/2) = (x − X)/Δ,

θ = 2 arctan exp[(x − X)/Δ].

For x → −∞ the exponential goes to 0 and θ → 0. For x → +∞ it grows without limit and θ → π. The end values are right, so the bound is reached:

σ = 4√(AK).

With u = (x − X)/Δ and t = tan(θ/2) = eᵘ, the half-angle formulas give

m_z = cos θ = (1 − t²)/(1 + t²) = −tanh u,

sin θ = 2t/(1 + t²) = 1/cosh u.

The constant X is the position of the wall centre, where θ = π/2. The energy does not depend on it. In this ideal uniform medium the wall can sit anywhere at the same cost, which is the starting point for moving it along a track.

The constant value of φ is also free in this model. Magnetostatics would choose. If the easy axis is perpendicular to x, a wall with m_x = 0 throughout (a Bloch wall) has no magnetic volume charge, because the charge density is proportional to dm_x/dx. In the infinite medium assumed here, such a wall has no magnetostatic energy to leave out. In a film, magnetic charges on the two surfaces remain, and the part of their energy not contained in K is still neglected. In a strip, a Bloch wall also puts charges on the side edges, so a narrow strip prefers a wall that turns through x (a Néel wall). For a thickness of 1 nm and the present Δ, the change occurs at a width between 30 and 50 nm. Chiral exchange of interfacial type, an energy density D(m_z dm_x/dx − m_x dm_z/dx), also selects a Néel wall and lowers σ by π|D|. For D = 1.5 mJ/m², for example, that is about 4.7 mJ/m², so in a track with such a term σ can lie well below 4√(AK).

**The numbers**

Convert the two inputs once, with 1 eV = 1.6022 × 10⁻¹⁹ J and 1 m = 10¹⁰ Å. For A, divide by the joules in one eV and by 10¹⁰. For K, divide by the joules in one eV and by 10³⁰:

A = 9.362 × 10⁻³ eV/Å,

K = 3.745 × 10⁻⁶ eV/Å³.

The ratio has the unit (eV/Å)/(eV/Å³) = Å²:

A/K = 2500 Å²,

Δ = √(2500 Å²) = 50 Å = 5.0 nm.

The product has the unit eV²/Å⁴, so its root is an energy per area:

AK = 3.506 × 10⁻⁸ eV²/Å⁴,

√(AK) = 1.8725 × 10⁻⁴ eV/Å²,

σ = 4 × 1.8725 × 10⁻⁴ eV/Å² = 7.49 × 10⁻⁴ eV/Å² = 12 mJ/m².

These are the two answers. The inputs have two significant figures, so the third figure in eV/Å² is there only to make the arithmetic easy to follow.

**What Δ measures**

The wall has no sharp edges, so a "full width" needs a definition, while Δ is simply the length in the profile. At the centre sin θ = 1, hence θ′ = 1/Δ. If the angle kept turning at that central rate, it would cover the full π over the length

πΔ = 157 Å.

This is one possible definition of the full width. To see how much of the wall it contains, put θ′ = sin θ/Δ into the energy density. Since A/Δ² = K, the two terms are equal at every point:

A θ′² = (A/Δ²) sin²θ = K sin²θ.

The energy density is therefore 2K sin²θ = 2K/cosh²u. The integral of 1/cosh²u is tanh u, and dx = Δ du, so the energy within a distance b on either side of the centre is

2KΔ × 2 tanh(b/Δ) = 4√(AK) tanh(b/Δ),

because KΔ = √(AK). With b = πΔ/2 the fraction of the total is tanh(π/2) = 0.917. About 92% of the wall energy lies within the full width πΔ, and the rest is in the tails.

Far from the centre, sin θ = 1/cosh u ≈ 2 exp(−|x − X|/Δ). Each further length Δ reduces the remaining tilt by a factor e. Within this model, two neighbouring walls can be treated separately as long as their distance d is large compared with Δ, so that their tails hardly overlap. In a real film this is not sufficient, because the stray fields left out here couple walls over a longer range. In a wide, thin, perpendicularly magnetised film their force falls off only as 1/d. For a thickness of 1 nm and an assumed saturation magnetization of 0.58 MA/m it exceeds the force from the tails beyond about 7Δ, and at 10Δ it is about ten times larger. Δ therefore sets only a lower limit on how closely bits can be packed.

**Why the wall settles at this width**

Keep the shape but stretch it, replacing Δ by a free width parameter w. Then θ′ = sin θ/w, and with sin θ = 1/cosh(x/w) the two integrals are

∫ θ′² dx = (1/w) ∫ du/cosh²u = 2/w,

∫ sin²θ dx = w ∫ du/cosh²u = 2w.

So

σ(w) = 2A/w + 2Kw.

Exchange favours a wide wall, because neighbouring moments are then nearly parallel. Anisotropy favours a narrow one, because fewer moments then point away from the easy axis. The derivative vanishes when

−2A/w² + 2K = 0, that is, w = √(A/K) = Δ.

The second derivative, 4A/w³, is positive, so this is a minimum. There each part equals 2√(AK), or 3.74 × 10⁻⁴ eV/Å² here.

The minimum is fairly flat. At half the width the exchange part doubles and the anisotropy part halves:

σ(Δ/2) = 4√(AK) + √(AK) = 5√(AK).

At double the width the two parts change roles and the sum is again 5√(AK). Either change costs 25% more than the true wall, 9.36 × 10⁻⁴ eV/Å² in place of 7.49 × 10⁻⁴ eV/Å².

**What your constant-rate wall did**

Your profile has θ′ = π/L over the length L. The average of sin²θ over a half turn is 1/2, so

σ_lin(L) = A (π/L)² L + K L/2 = π²A/L + KL/2.

Setting the derivative to zero gives

−π²A/L² + K/2 = 0,

L = π√(2A/K) = √2 πΔ = 222 Å.

At this length both terms are equal to π√(AK/2), and together they give

σ_lin = π√(2AK) = 8.32 × 10⁻⁴ eV/Å².

So your numbers are right for that profile. The ratio to the true minimum is π√2/4 = 1.11, an excess of 11% relative to σ.

The completed square shows where the excess comes from. It is the integral of (√A θ′ − √K sin θ)², which vanishes only if θ′ = sin θ/Δ at every x. A constant rate cannot do that. The true wall turns fastest in the middle, where the moments are at right angles to the easy axis and the anisotropy cost is highest, and slowly near the domains, where tilting is cheap. Your wall turns at π/L = 1/(√2 Δ) throughout, which is slower than the true central rate 1/Δ.

Your L is the length of a complete half turn, so it should be compared with a full width such as πΔ = 157 Å and not with Δ.

**When the constant rate is right**

There is a limit in which your assumption becomes correct. Let K go to zero. Then Δ = √(A/K) grows without bound and σ = 4√(AK) goes to zero, so an infinite medium without anisotropy has no wall of finite width. In a finite piece of length L, with the magnetization held at +z and −z at its ends, exchange alone decides. The average of a square is never less than the square of the average, so

∫ θ′² dx ≥ (1/L) (∫ θ′ dx)² = π²/L,

with equality for constant θ′. The magnetization then turns uniformly and the energy is π²A/L. The formulas for Δ and σ need the opposite situation, a piece much longer than Δ on both sides of the wall.

For very large K the theory fails in another way. Δ shrinks towards the distance between atoms, and a smooth function m(x) no longer describes the moments. With Δ = 50 Å, against atomic distances of a few Å, the smooth description is reasonable here.

**An independent check of the minimum**

The result can also be reached without the derived profile. Divide the x axis into steps of length h, put a freely rotating three-dimensional unit vector at each point, and minimise the sum that replaces the integral. The start was a wall about twice as wide as the true one, with a twisted azimuth. The twist disappeared during the minimisation, and the chain settled into a planar wall with the tanh profile. For h = 5 Å, its central slope gives a width parameter of 49.98 Å (with the wall centre on a grid point; with the centre midway between two points it is 49.92 Å) and its energy is 7.487 × 10⁻⁴ eV/Å². A second pair of values for A and K also passed the comparison with the formulas. The results for the given material are in the numerical output below; those for the second pair are not printed.

You may notice that this energy lies slightly below 4√(AK), although I called that a lower bound. The bound applies to the integral, not to the sum. The sum uses the straight chord between neighbouring unit vectors. If they differ by an angle δ, the squared chord is

4 sin²(δ/2) < δ²,

while a continuous rotation through δ over the step h has an exchange energy of at least Aδ²/h. The sum therefore underestimates the exchange energy of a given smooth profile in two ways: the chord is shorter than the arc, and even Aδ²/h lies below the energy of a rotation whose rate varies within the step. The chord accounts for about two thirds of the deficit given next, and the varying rate for about one third. The minimised total energy of the chain lies below 4√(AK) by 0.04% at h = 5 Å and by about four times as much at h = 10 Å. This is the behaviour of an error proportional to h², which disappears as the steps are refined.

**Using the result for a track**

The two formulas can be inverted. Multiply and divide them:

σΔ = 4√(AK) √(A/K) = 4A,

σ/Δ = 4√(AK) √(K/A) = 4K.

Within this model, knowing the width parameter and the energy is equivalent to knowing A and K. The square roots also show how a change of material acts. Making K four times as large halves Δ and doubles σ: the wall becomes narrower but more expensive. Making A four times as large doubles both.

For a strip of cross-section S, the energy of one flat wall is σS. Suppose that S varies along the track, slowly over the length Δ, and that the wall stays flat. Its energy at position X is then approximately

E(X) = σ S(X),

and the force on it along the track is

F = −dE/dX = −σ dS/dX.

The wall is pushed towards the narrower part, where it has less area. A gentle constriction can therefore hold a wall in place, and σ sets the strength of this effect. For a notch as short as the wall itself, the estimate fails, because S then changes within the wall and the profile and the stray field have to be computed for the actual shape.

Computed results

```
Given exchange stiffness: 15.0 pJ/m
Given anisotropy: 0.60 MJ/m^3
Exchange stiffness A: 9.3623e-03 eV/angstrom
Anisotropy K: 3.7449e-06 eV/angstrom^3
Ratio A/K: 2500.0 angstrom^2
Product A*K: 3.5061e-08 eV^2/angstrom^4
Root of A*K: 1.8725e-04 eV/angstrom^2
Width parameter Delta: 50.000 angstrom
Width parameter Delta, converted: 5.0000 nm
Full width pi*Delta: 157.08 angstrom
Energy share inside pi*Delta: 0.9172 (no unit)
Wall energy sigma: 7.4898e-04 eV/angstrom^2
Wall energy, converted: 12.0000 mJ/m^2
Exchange part, formula: 3.7449e-04 eV/angstrom^2
Chain, spacing 5 angstrom, energy: 7.4867e-04 eV/angstrom^2
Chain, exchange part: 3.7465e-04 eV/angstrom^2
Chain, anisotropy part: 3.7402e-04 eV/angstrom^2
Chain, width from centre slope: 49.979 angstrom
Chain, spacing 10 angstrom, energy: 7.4773e-04 eV/angstrom^2
Energy error ratio, spacing 10 to 5: 4.022 (no unit)
Energy at half width: 9.3623e-04 eV/angstrom^2
Energy at double width: 9.3623e-04 eV/angstrom^2
Half width, energy over sigma: 1.2500
Double width, energy over sigma: 1.2500
Linear wall, best length: 222.14 angstrom
Linear wall, energy: 8.3191e-04 eV/angstrom^2
Linear wall, energy over sigma: 1.1107
```
